# Zero coherent fraction without random heights in X-ray standing-wave analysis

## One emitter at a node, one at an antinode

Let an X-ray wave be totally reflected in first order by crystal planes of spacing $d$. The incident and reflected waves have equal amplitudes, and above the surface they form a standing wave of period $d$. In units of the incident intensity, its intensity at height $z$ is

$$I(z)=2+2\cos\!\left(\nu-\frac{2\pi z}{d}\right).$$

The phase $\nu$ changes as the photon energy is scanned through the reflection. Put half of the adsorbed atoms at $z=0$ and half at $z=d/2$. The first half sees $2+2\cos\nu$. The second sees $2+2\cos(\nu-\pi)=2-2\cos\nu$. The mean is 2 for every $\nu$.

When one site is at an antinode the other is at a node, and the total emission does not register the movement of the standing wave. Atoms spread evenly over all heights also give a mean of 2, because the cosine averages to zero over a period. The coherent fraction is zero in both cases, yet in the first case every atom has one of two sharp heights.

## The same cancellation at any reflectivity

Let $z$ point out of the crystal and be measured from the extended bulk diffraction planes. With time factor $e^{-i\omega t}$ and normal incidence, the field above the crystal is

$$E(z)=e^{-ikz}+r\,e^{ikz},\qquad r=\sqrt R\,e^{-i\nu},$$

where $R$ is the reflectivity. Squaring gives

$$|E|^2=1+|r|^2+r e^{2ikz}+r^*e^{-2ikz}=1+R+2\,\mathrm{Re}\!\left(r e^{2ikz}\right).$$

Near the reflection of order $n$, $2k\approx 2\pi n/d$. Assume that each atom emits in proportion to the local intensity (dipole excitation) and that all atoms are detected with equal efficiency. Averaging over the heights, denoted by $\langle\cdot\rangle$, gives the yield

$$Y_n=1+R+2\,\mathrm{Re}(rF_n),\qquad F_n=\left\langle e^{2\pi i n z/d}\right\rangle=f_n e^{2\pi iP_n}.$$

Inserting $r$ gives the usual form

$$Y_n=1+R+2\sqrt R\,f_n\cos(\nu-2\pi P_n).$$

Here $f_n$ is the coherent fraction and $P_n$ the coherent position. Both describe one Fourier coefficient of the height distribution. For equal occupation of $z_1$ and $z_1+d/2$,

$$F_1=\tfrac12 e^{2\pi i z_1/d}\left(1+e^{i\pi}\right)=0,$$

$$F_2=\tfrac12 e^{4\pi i z_1/d}\left(1+e^{2\pi i}\right)=e^{4\pi i z_1/d}.$$

Thus $f_1=0$ and $f_2=1$. For heights uniform over one spacing,

$$F_n=\frac1d\int_0^d e^{2\pi i n z/d}\,dz=\frac{e^{2\pi i n}-1}{2\pi i n}=0\qquad(n\ge1).$$

The first-order curves coincide, $Y_1=1+R$, whatever $R$ and $\nu$ are. The second-order standing wave has period $d/2$, so both sharp sites sit at the same phase of it and their signals add.

## The standing wave above NaCl(001)

Numbers require $r$ as a function of energy. Let the crystal fill $z<0$, with permittivity

$$\varepsilon(z)=1+\chi_0+2\chi_n\cos Gz,\qquad G=\frac{2\pi n}{d}.$$

The field obeys $E''+k^2\varepsilon E=0$. Write $E=a(z)e^{-iGz/2}+b(z)e^{iGz/2}$ with slowly varying $a$ and $b$. Drop $a''$ and $b''$, and also the terms in $e^{\pm3iGz/2}$, which are far from resonance. Collecting each remaining exponential gives

$$-iGa'+\left[k^2(1+\chi_0)-\tfrac{G^2}{4}\right]a+k^2\chi_n b=0,$$

$$+iGb'+\left[k^2(1+\chi_0)-\tfrac{G^2}{4}\right]b+k^2\chi_n a=0.$$

Divide by $k^2$ and set $G\approx2k$ in the derivative terms. Since $G/2k=E_n/E$, with $E$ now the photon energy and $E_n=nhc/(2d)$, define

$$\Delta=1+\chi_0-(E_n/E)^2.$$

For solutions proportional to $e^{sz}$,

$$\left(\Delta-\frac{2is}{k}\right)a=-\chi_n b,\qquad \left(\Delta+\frac{2is}{k}\right)b=-\chi_n a.$$

Multiplying the two equations gives $\Delta^2+4s^2/k^2=\chi_n^2$. The wave must decay towards $z\to-\infty$, so $\mathrm{Re}\,s>0$ and $2s/k=\sqrt{\chi_n^2-\Delta^2}$, the root with positive real part. Neglecting the weak reflection from the step in mean index, $r=b/a$ at the surface:

$$r=\frac{-\chi_n}{\Delta+i\sqrt{\chi_n^2-\Delta^2}}=-\frac{\Delta-i\sqrt{\chi_n^2-\Delta^2}}{\chi_n}.$$

The last step uses $(\Delta+i\sqrt{\cdot})(\Delta-i\sqrt{\cdot})=\chi_n^2$.

Without absorption $\chi_n=-|\chi_n|$. With $\eta=\Delta/|\chi_n|$ this becomes $r=\eta-i\sqrt{1-\eta^2}$ for $|\eta|<1$. Hence $R=1$ and $\cos\nu=\eta$, and $\nu$ falls from $\pi$ to 0 as the energy rises. The range has width $2|\chi_n|$ in $\Delta$. Because $d\Delta/dE\approx2/E_n$, its width in energy is $E_n|\chi_n|$.

For electrons responding as free charges, $\chi=-e^2n_e/(\varepsilon_0m\omega^2)=-r_e\lambda^2n_e/\pi$, where $n_e$ is the electron density and $r_e$ the classical electron radius. The cubic NaCl cell of volume $V$ holds four formula units. All its ions lie on the (002) planes and scatter in phase in every order used here, so

$$\chi_n=-\frac{r_e\lambda^2}{\pi V}\,4\,(f^{\rm NaCl}_n-if'').$$

Here $f^{\rm NaCl}_n$ is the sum of the Na$^+$ and Cl$^-$ form factors, and $f''$ describes absorption. The form factors come from restricted Hartree–Fock densities of the free ions in the def2-TZVP basis. They omit electron correlation and the influence of the crystal on the ions. The crystal ions are also held at rest; their thermal vibration would reduce $|\chi_n|$, more strongly in second order. For $f''$ the round value 2 is taken in each order.

The lattice constant of the model is set to 0.564 nm, close to that of NaCl, so $d=0.282$ nm. The (002) and (004) reflections are orders 1 and 2. At exactly normal incidence the (004) energy also excites four other reflections, (202), (022) and their mirror images, whose beams run along the surface. The field is then no longer made of two waves. The second-order numbers below therefore assume a tilt of about $0.1^\circ$ from the normal, in a direction between the cube axes so that all four beams are detuned. First order has no such extra beams. The figures below are kept so that the arithmetic can be followed; neglected dispersion and thermal vibration can together change $\chi_n$ and the widths by around ten per cent in first order and by roughly 15 to 20 per cent in second, where vibration dominates:

- Order 1: $E_1=2198$ eV, $f^{\rm NaCl}_1=21.4$, $|\mathrm{Re}\,\chi_1|=1.36\times10^{-4}$, width 0.30 eV.
- Order 2: $E_2=4397$ eV, $f^{\rm NaCl}_2=14.8$, $|\mathrm{Re}\,\chi_2|=2.35\times10^{-5}$, width 0.10 eV.

## What the two measurements would show

Let unnamed model emitters occupy $z_A=0.200$ nm and $z_B=0.341$ nm equally. Their separation is 0.141 nm, which is $d/2$. At the centre of the first-order reflection, $R=0.831$ and $\nu=0.503\pi$. For site A, $z_A/d=0.709$, so

$$Y_A=1.831+2\sqrt{0.831}\,\cos[2\pi(0.2515-0.709)]\approx1.83-1.76=0.07.$$

Site B has the opposite cosine, and $Y_B\approx1.83+1.76=3.59$. One site is nearly dark and the other nearly at full intensity, while their mean is $1+R=1.83$.

The table gives yields at three energies in each order, with $\eta=\mathrm{Re}\,\Delta/|\mathrm{Re}\,\chi_n|$ now that absorption is present. They were obtained without the two-beam formula. Each plane spacing was cut into 240 uniform slices, the wave equation was solved through them by matrix multiplication, and the decaying solution was joined to the vacuum field. Three decimals are kept to show the cancellation; the model does not fix $R$ that closely.

| $n$ | $\eta$ | $Y_A$ | $Y_B$ | mean | uniform |
|---|---|---|---|---|---|
| 1 | −0.9 | 1.582 | 2.335 | 1.958 | 1.958 |
| 1 | 0 | 0.071 | 3.592 | 1.831 | 1.831 |
| 1 | 0.9 | 0.458 | 2.599 | 1.528 | 1.528 |
| 2 | −0.9 | 3.876 | 3.876 | 3.876 | 1.940 |
| 2 | 0 | 2.652 | 2.652 | 2.652 | 1.767 |
| 2 | 0.9 | 0.909 | 0.909 | 0.909 | 1.442 |

In first order the last two columns agree although A and B differ strongly. In second order A and B agree, and their mean departs from the uniform result by as much as 1.94 at the energies shown.

The second-order coherent position is $P_2=2z_A/d-1=0.418$. It fixes the height modulo $d/2$:

$$P_2\,d/2=0.059\ \text{nm}.$$

Adding multiples of 0.141 nm gives 0.200 and 0.341 nm, among other values. The measurement cannot choose between heights that differ by a whole $d$; that needs other knowledge, such as plausible bond lengths.

## The correct general statement

Treat heights that differ by a multiple of $d$ as one height class. Under the assumptions made for the yield:

1. $F_1=0$ holds if and only if $Y_1=1+R$ throughout the scan. It implies that no height class holds more than half of the atoms, but not that the heights are random.
2. $F_1=0$ together with $f_2=1$ holds if and only if the atoms occupy two classes $d/2$ apart, half in each.
3. The heights are uniform modulo $d$ if and only if $F_n=0$ for every $n\ge1$. No finite set of vanishing orders is enough.

**Proof of 1.** If $F_1=0$, the interference term vanishes. Conversely, suppose $\mathrm{Re}(rF_1)=0$ throughout the scan. Choose two energies at which the phases of $r$ do not differ by a multiple of $\pi$. The two conditions are then independent linear equations for the real and imaginary parts of $F_1$, so $F_1=0$.

Now let one class have weight $w$ and phase factor $e^{i\alpha}$. From $F_1=0$, the remaining atoms contribute $-we^{i\alpha}$. Their contribution cannot exceed their total weight in magnitude, so $w\le1-w$ and $w\le1/2$. The two-site arrangement reaches this limit.

**Proof of 2.** The calculation of $F_1$ and $F_2$ above proves one direction. For the other, write $F_2=e^{i\theta}$. Multiplying by $e^{-i\theta}$ and taking the real part gives

$$\left\langle1-\cos\!\left(\frac{4\pi z}{d}-\theta\right)\right\rangle=0.$$

The averaged quantity is never negative, so it vanishes for all atoms except a set of zero weight. Hence $z=\theta d/(4\pi)$ modulo $d/2$, which leaves two classes modulo $d$. If their weights are $p$ and $1-p$, their first-order phase factors have opposite signs, and

$$F_1=e^{i\theta/2}\left[p-(1-p)\right]=e^{i\theta/2}(2p-1).$$

This vanishes only for $p=1/2$.

**Proof of 3.** The integral above shows that uniform heights give $F_n=0$. Conversely, if all $F_n$ with $n\ge1$ vanish, so do their complex conjugates, the coefficients with negative $n$. Every finite trigonometric sum then has the same average as for uniform heights. Such sums approximate any continuous function of period $d$ uniformly, so all averages of such functions agree and the distribution is uniform modulo $d$.

For the last claim, take $N$ equally occupied sites spaced by $d/N$:

$$F_n=\frac{e^{2\pi i n z_1/d}}{N}\sum_{j=0}^{N-1}e^{2\pi i nj/N}.$$

If $n$ is not a multiple of $N$, the geometric sum is $(e^{2\pi i n}-1)/(e^{2\pi i n/N}-1)=0$. If it is a multiple, $f_n=1$. Three sites thus give $f_1=f_2=0$ and $f_3=1$. For any highest measured order, a larger $N$ gives sharp sites that this set of orders misses. $\square$

Even a uniform distribution need not be random in the sense of disordered. Many atoms spaced evenly along a tilted flat sheet whose height rises by one spacing $d$ have very nearly uniform heights modulo $d$, although each position follows a rule. The yield depends on how many atoms have each height, not on where they sit laterally.

## Imperfect sites and narrow disorder

For occupations $p$ and $1-p$ at separation $s$,

$$f_1^2=\left|p+(1-p)e^{2\pi i s/d}\right|^2=p^2+(1-p)^2+2p(1-p)\cos\frac{2\pi s}{d}.$$

Since $p^2+(1-p)^2=1-2p(1-p)$ and $1-\cos x=2\sin^2(x/2)$,

$$f_1^2=1-4p(1-p)\sin^2\frac{\pi s}{d}.$$

With $s=d/2$ and $p=0.55$, $f_1=|2p-1|=0.10$. With equal occupation and $s=0.151$ nm, 0.010 nm too large, $f_1=|\cos(\pi s/d)|=0.11$. A small nonzero value is therefore compatible with two sharp sites. Unequal detection efficiencies act like unequal occupations.

Random displacements, in turn, need not make $f_1$ vanish. For Gaussian displacements $x$ of rms size $\sigma$, completing the square in the average gives $\langle e^{iqx}\rangle=e^{-q^2\sigma^2/2}$. With $q=2\pi n/d$, each $F_n$ is multiplied by

$$D_n=e^{-2\pi^2n^2\sigma^2/d^2}.$$

For a rough vibration amplitude $\sigma=0.014$ nm, $D_1=0.95$ and $D_2=0.82$. A single site then has $f_1=0.95$ despite its random motion. The two-site system keeps $f_1=0$ and has $f_2=0.82$.

That value rules out uniform heights but does not by itself identify two vibrating sites. A mixture of 82% sharp two-site atoms and 18% uniformly spread atoms has the same $F_1$ and $F_2$.

## The model beside a real NaCl measurement

The spacing and energies are close to those of NaCl; the adsorbate heights were chosen for the argument. In second order, a sharp photon energy is a poor assumption. A rough relative bandwidth of $1.3\times10^{-4}$, typical of a silicon (111) monochromator, is 0.57 eV at 4397 eV, over five times the reflection width. Averaging the calculated $r$ and $R$ over a Gaussian of this full width at half maximum leaves a largest two-site departure from $1+R$ of 0.22. Vibration of the adsorbed atoms reduces it by the further factor 0.82, to 0.18. These figures keep the crystal ions at rest; their room-temperature vibration narrows the second-order reflection by roughly a sixth and lowers the two values to about 0.18 and 0.15. The first-order cancellation survives, because averaging over energy cannot restore a term that is zero throughout.

The weaker signal can still be measured in this model. For sharp sites, 81 energies over 3 eV and 10,000 counts per energy away from the reflection, counting noise gives standard errors of about 0.013 in the real and imaginary parts of $F_2$. This holds $R$, $\nu$ and the normalisation as known and the crystal ions at rest; with vibrating ions the errors are nearer 0.015.

A trial change of −2 electrons in the scattering strength per formula unit, chosen to test sensitivity and not calculated from the dispersion of the ions, narrows the two reflections by 9% and 14%. It leaves the cancellation intact, but a fit made with the wrong $R$ and $\nu$ can return a wrong $F_n$. The tilt of $0.1^\circ$ used to avoid the extra second-order beams shifts that reflection by only 0.007 eV from its position at normal incidence, small beside its width. At that tilt the detuned beams still change the second-order yields, and separate those of A and B, by up to about 0.01. In a crystal made of slightly misaligned regions, some regions may still meet the beam at exactly normal incidence, and the two-wave result does not hold for them. The dipole assumption also fails for photoelectrons collected in one direction at these energies, because the incident and reflected waves then excite them unequally. The first-order interference term still cancels for the two sites, but the yield becomes $1+S_RR$ with $S_R\neq1$. A plane-wave estimate for C 1s at 2198 eV and $45^\circ$ from the normal gives $S_R\approx1.6$, and a fit with the dipole formula would then return $f_1\approx0.3$ instead of zero. Radiation damage and emission excited by secondary electrons are not included, and either could change the measured yield.
